Welton screening of the self-energy for an alkali valence s electron

**1. A case that can be seen through**

Suppose the self-energy of an s electron were a pure contact energy, g|ψ(0)|², with one coefficient g for a given nuclear charge Z. Screening by a core would then enter through the density at the nucleus alone, and the energy in the atom would be the hydrogenic one times a ratio of densities.

Take Z = 11 and a 3s electron. The hydrogenic density at the nucleus is Z³/(27π) = 15.7 bohr⁻³. In the model alkali atom of section 6 it is 0.630 bohr⁻³, so the ratio is 0.040. An effective charge fitted to the valence energy is 1.66, and the hydrogenic Z⁴ law then gives (1.66/11)⁴ ≈ 0.0005. The two rules differ by a factor of nearly 80, before any logarithm is considered.

The true self-energy is not quite a contact energy: it contains a logarithm that depends on the state. The derivation below shows what this costs.

**2. The scheme and its regime**

Hartree atomic units are used, with c = 1/α. The electron moves nonrelativistically in a local, spherical potential energy

V(r) = −Z/r + V_core(r),

with a point nucleus and a frozen core. Write L = ⟨∇²V⟩ for the valence state v. Welton scaling is

E_W = E_H(Z,n) · L_atom/L_H,

where E_H is the self-energy of the hydrogenic ns state with the full nuclear charge.

The name comes from a picture. If the field fluctuations displace the electron by a random isotropic δ, then ⟨δ_i⟩ = 0 and ⟨δ_iδ_j⟩ = δ_ij⟨δ²⟩/3, so

⟨V(r+δ)⟩ − V(r) ≈ ½ Σ_ij ⟨δ_iδ_j⟩ ∂_i∂_jV = (⟨δ²⟩/6) ∇²V.

If ⟨δ²⟩ were the same in both states, the scaling would be exact to this order in δ. Its accuracy can be judged from the leading one-loop result, of order α³:

E = (α³/3π) L B,  B = ln α⁻² − β + 5/6,  (1)

β = Σ_m |p_mv|² ω_m ln|2ω_m| / Σ_m |p_mv|² ω_m,  ω_m = E_m − E_v.

Vacuum polarization, exchange, two-electron QED terms and higher orders in Zα are left out. The sum runs over the complete one-electron spectrum, including p levels that the core fills; the effect of their occupation belongs to the omitted two-electron terms.

**3. Derivation**

**Soft photons.** Let k be the photon energy and K a cutoff with Z² ≪ K ≪ α⁻². In the dipole approximation a mode in volume Ω couples through √(2π/(kΩ)) ε·p. The mode sum is Ω∫d³q/(2π)³ with q = αk, and the sum over two polarizations, averaged over angles, gives (2/3)|p|². The prefactor is

α³ · 4π · (2/3) · 2π/(8π³) = 2α³/(3π),

and second-order perturbation theory yields

ΔE = −(2α³/3π) Σ_m |p_mv|² ∫₀^K k dk/(k + ω_m).

A free electron keeps its momentum, so it has ω = 0 and the integrand 1. That part is already contained in the observed mass and is subtracted. Since k/(k+ω) − 1 = −ω/(k+ω),

E_soft = (2α³/3π) Σ_m |p_mv|² ω_m ln(K/|ω_m|).

For ω_m < 0 the principal value is taken, which gives the real energy shift. The exact integral is ln|(K+ω_m)/ω_m|; replacing it by ln(K/|ω_m|) assumes that K lies far above the excitations that carry the sum. Because the spectrum is unbounded, this holds only as a formal expansion in Zα, and the dropped piece belongs with the orders beyond (1). It is not numerically small at Z = 11: for the 3s state of section 6 the mean excitation e^β/2 is about 1100 hartree, and the dropped term, weighted like β, is 0.7 at K = 5000 hartree, against B ≈ 3.

**Sum rule.** Since [H,p] = [V,p] = i∇V and p = −i∇,

Σ_m |p_mv|² ω_m = ⟨p·[H,p]⟩ = ⟨∇·(∇V)⟩ = L + ∫ψ ∇V·∇ψ d³r,

where the gradient on the left of ∇V acts on everything to its right. For real ψ the last integral is ½∫∇V·∇(ψ²) d³r = −L/2. The sum is therefore L/2, and

E_soft = (α³/3π) L (ln 2K − β).  (2)

**Hard photons.** Here V acts once on an otherwise free electron. For this part set the electron mass, ħ and c to 1, and give the photon a small mass μ. The starting point is the standard one-loop vertex, with x + y + z = 1, t the squared four-momentum transfer and Δ_t = (1−z)² + zμ² − xyt:

F₁(t) − 1 = (α/2π)∫dx dy dz δ(x+y+z−1) { ln(Δ₀/Δ_t) + [(1−x)(1−y)t + 1−4z+z²]/Δ_t − [1−4z+z²]/Δ₀ },

F₂(0) = (α/2π)∫dx dy dz δ(x+y+z−1) 2z(1−z)/Δ₀.

Differentiate F₁ at t = 0 and put u = 1−z. With y = u−x, the integral of xy over x from 0 to u is u³/6, and (1−x)(1−y) = 1−u+xy. Hence

F₁′(0) = (α/2π)∫₀¹du { [u³/3 + u(1−u)]/Δ₀ + (u²+2u−2)u³/(6Δ₀²) }.

Let ℓ = ln(1/μ). As μ → 0 the pieces are

∫u³/(3Δ₀) = 1/6,
∫u(1−u)/Δ₀ = ℓ − 1,
−(1/3)∫u³/Δ₀² = −(1/3)(ℓ − 1/2),
∫(2u+u²)u³/(6Δ₀²) = ∫(2+u)/6 = 5/12.

They add to (2/3)ℓ − 1/4, so F₁′(0) = (α/3π)(ℓ − 3/8). In the same way F₂(0) = (α/2π)∫₀¹2(1−u)du = α/2π.

In a static field t = −|q|², and −|q|²V(q) is the transform of ∇²V, so F₁ adds F₁′(0)∇²V. The F₂ vertex adds −(i/2)F₂ γ·∇V to the Dirac Hamiltonian. With the small component χ = ½σ·p φ, its expectation value is

−(i/4)F₂ ⟨[σ·∇V, σ·p]⟩.

The spin-independent part of the commutator is ∇V·p − p·∇V = i∇²V; the rest is a spin-orbit term, zero for s states. The result is F₂∇²V/4 = (α/3π)(3/8)∇²V, which cancels the −3/8. The vertex as a whole gives (α/3π) ln(1/μ) ∇²V.

**From photon mass to cutoff.** This result still contains the soft photons below K, which (2) already counts. For massless photons with k ≫ |ω| their contribution to B is ∫dk/k. For massive ones let ε = √(k²+μ²). The current of a scattered slow electron is J ∝ q/ε, phase space is k²dk/ε, and current conservation fixes the charge component as k·J/ε. The coupling strength is then |J|² − |k·J|²/ε², whose angular average is |J|²(1 − k²/3ε²). Requiring dk/k at μ = 0 sets a factor 3/2:

S = ∫₀^K (k²dk/ε³)(3/2 − k²/(2ε²)).

With k = μ sinh s the two integrals are ∫tanh²s ds = s − tanh s and ∫tanh⁴s ds = s − tanh s − (tanh³s)/3. For K ≫ μ, s = ln(2K/μ) and tanh s = 1, so

S = (3/2)(s − 1) − (1/2)(s − 4/3) = ln(2K/μ) − 5/6.

A cutoff of K hartree is α²K in units of the electron rest energy. The hard part of B is therefore

ln(1/μ) − ln(2α²K/μ) + 5/6 = ln(α⁻²/2K) + 5/6.

The prefactor also changes units: ∇²V in relativistic units is α⁴ times its value in atomic units, and the rest energy is α⁻² hartree, so α/3π becomes α³/3π. Adding (2) cancels ln 2K and gives (1).

**Error of the scaling.** The constant 5/6 is the same for every V, so

E_W/E = B_H/B_atom,  E_W/E − 1 = (β_atom − β_H)/B_atom.  (3)

At this order Welton scaling is as good as the agreement of two Bethe logarithms.

**4. Ingredients**

For a hydrogenic state |ψ(0)|² = Z³/(πn³), hence L_H = 4πZ|ψ(0)|² = 4Z⁴/n³. Lengths scale as 1/Z and energies as Z², so β_H = ln Z² + ln k₀(n), where ln k₀(n) is the value of β at Z = 1.

For core shells with N electrons and density ρ = Nλ³e^(−λr)/(8π),

rV_core = Σ N[1 − e^(−λr)(1 + λr/2)].

Two derivatives give −Σ Nλ³r e^(−λr)/2, and division by r gives ∇²V_core = −4πρ_core. Therefore

L_atom = 4πZ|ψ(0)|² − 4π⟨ρ_core⟩.

The nuclear-only variant drops the second term.

The density at the nucleus can be checked without evaluating the orbital there. With ψ = u/(r√4π), multiply u″ = 2(V−E)u by 2u′ to get (u′²)′ = 2(V−E)(u²)′. Integration from 0 to ∞, by parts on the right, gives u′(0)² = 2⟨dV/dr⟩. Since u′(0)² = 4π|ψ(0)|²,

|ψ(0)|² = ⟨dV/dr⟩/(2π).

**5. Implementation**

    input: Z, n, V_core, rho_core, hydrogenic E_H(Z,n)
    solve the radial s equation in V; take the n-th level, u
    density = u'(0)^2 / (4 pi)
    L_atom  = 4 pi Z density - 4 pi <rho_core>
    L_H     = 4 Z^4 / n^3
    E_W     = E_H * L_atom / L_H

    direct check at leading order:
    diagonalize the radial p Hamiltonian in V: E_m, P_m
    d_m  = integral of P_m (u' - u/r) dr
    w_m  = E_m - E_v
    g_m  = d_m^2 w_m
    require 2 sum(g_m) = L_atom
    beta = sum(g_m ln|2 w_m|) / sum(g_m)
    E    = alpha^3/(3 pi) * L_atom * (ln alpha^-2 - beta + 5/6)

No angular factor is missing in d_m: the gradient of ψ is r̂ψ′, and summing over the three p orientations gives weight 1.

**Cost.** Once u is known, the scaling needs one derivative and one radial integral. The direct check needs a dense diagonalization, of order N³ for N basis functions.

**Stability.** On a mesh with smallest spacing h the highest pseudostate energies grow as 1/h². The worst-case rounding error of a direct diagonalization scales with the largest eigenvalue, although on the B-spline mesh used for section 6 the direct solution still gives the 3s energy to eight digits. A simple precaution is to solve the inverted problem

S c = τ (H + σS) c,  E = 1/τ − σ,

where S is the overlap matrix, so that the low levels have the largest τ. Because V_core ≥ 0, no level lies below −Z²/2, and σ = Z² makes H + σS positive definite.

The mesh must be fine near the nucleus, where the high-energy part of the Bethe sum originates. There u ∝ r − Zr², so u′ − u/r ∝ −Zr, and the p basis has to resolve this linear term down to small r. On the mesh used for section 6, dropping the one basis function that is linear at the origin shifts β_atom by 0.003; the shift falls roughly in proportion to the smallest mesh spacing. The sum rule tests the matrix elements. The logarithm is tested separately: for hydrogenic 1s, closed-form oscillator strengths give ln k₀ = 2.9841 and the spline sum gives 2.9840.

**6. Worked example**

The model alkali atom has Z = 11 and core shells of 2 and 8 electrons with λ = 20 and 4 bohr⁻¹. These are round parameters, not fitted to a spectrum. The 3s level lies at −0.153 hartree with mean radius 4.99 bohr.

The Laplacians are

nuclear part: 4π · 11 · 0.6299 = 87.07,
full: 85.01,
hydrogenic: 4 · 11⁴/27 = 2169.04.

The hydrogenic self-energy is 278.18 microhartree, so

E_W = 278.18 · 85.005/2169.04 = 10.90 microhartree (71.7 GHz).

For the direct value, β_atom = 7.688 gives B_atom = 9.8405 − 7.688 + 0.8333 = 2.986. With α³/3π = 0.04123 microhartree,

E = 0.04123 · 85.005 · 2.986 = 10.47 microhartree (68.9 GHz).

Welton scaling is 4.2% above the direct value. Equation (3) accounts for this: β_H = 7.563, and (7.688 − 7.563)/2.986 = 0.042. The figure belongs to this choice of core: changing the outer λ to 3 or 6 bohr⁻¹ gives 3.4% or 5.6%. The nuclear-only variant gives 11.17 microhartree, 6.7% above the direct value, because in this model the core term lowers L by 2.4%.

**Effective charges.** Matching the energy to −Z_E²/(2n²) gives Z_E = n√(−2E_v) = 1.658. Matching the mean radius to 3n²/(2Z_r) gives Z_r = 2.703. The results are

from the energy: 0.318 microhartree, 0.030 of the direct value,
from the radius: 1.93 microhartree, 0.18 of the direct value.

The cause is visible in the Laplacians 4Z_eff⁴/n³ that these charges imply: 1.12 and 7.91, against 85.0. Both charges describe the outer orbital, while the self-energy samples the region where the electron has penetrated the core and meets nearly the full nuclear charge. A smaller charge also enlarges the logarithmic bracket, to 6.89 and 5.92, which offsets the loss by a factor of about 2. For Z_E the product is (1.12/85.0)(6.89/2.986) = 0.030.

**Why β hardly changes along the series.** Inside the core, the small differences between valence energies hardly matter beside V, so the 3s, 4s and 5s orbitals have nearly the same shape there and differ in amplitude. The squared amplitude multiplies numerator and denominator of β alike and cancels. The numbers bear this out: from 3s to 5s, L falls from 85.0 to 8.98, while β_atom stays between 7.687 and 7.688. Excitations above Z²/2 = 60.5 hartree carry 88% of the Bethe weight for the atomic 3s state and 86% for the hydrogenic one. The argument covers the valence series in one potential only; that β_atom also lies close to the hydrogenic β_H is a result of the computation.

The ratio E_W/E rises slowly, from 1.042 for 3s to 1.047 and 1.050 for 4s and 5s. As B_atom is practically constant, (3) assigns this rise to the hydrogenic bracket. From 3s to 5s the estimate with the energy-based effective charge falls from 0.030 to 0.026 of the direct value, and the one with the radius-based charge from 0.18 to 0.07.

**7. Failure modes**

**States with l > 0.** With a point nucleus the nonrelativistic hydrogenic density at the origin vanishes, so L_H = 0 and the ratio is undefined.

**Small bracket.** By (3), a given difference of Bethe logarithms costs more as B_atom shrinks. At leading order B_H falls with Z through −ln Z². This expansion should not be used where Zα is no longer small.

**Absolute accuracy.** Here Zα = 0.08, and the next terms, of relative order Zα, are missing from the direct and the scaled values alike. Their coefficients are not derived here and are not small: the known hydrogenic term π(139/32 − 2 ln 2) Zα, which adds to 4B_H/3, is already 18% of the leading value at Z = 11. The 4.2% measures the scaling against the leading-order result in the same potential; it is not the error of the energy itself. An all-order hydrogenic E_H can be inserted in the algorithm, but (3) then no longer gives the full error.

**Dirac orbitals.** For a point nucleus the Dirac s density diverges at the origin. L_atom and L_H are then separately infinite, and evaluating them requires a finite nucleus, the same one in both. The ratio of the two densities still has a finite limit as r → 0, because both diverge with the same power of r.

**Nonlocal potentials.** The sum rule used [H,p] = i∇V. An exchange operator adds a further commutator, so (1) and (3) do not carry over unchanged to Hartree–Fock orbitals.

The numerical check compares the scalings with the explicit Bethe sum and tests the sum rule, the density theorem and the constant 5/6.

Table of computed values

```
nuclear charge Z = 11; Z*alpha = 0.08027
core shell: 2 electrons, lambda = 20.0 1/bohr
core shell: 8 electrons, lambda = 4.0 1/bohr
ln(alpha^-2) = 9.8405
contact constant from integrals = 0.83333
ln k0(1s): oscillator strengths 2.9841, splines 2.9840
--- valence 3s ---
orbital energy = -0.15275 hartree
mean radius = 4.9937 bohr
density at nucleus = 0.62990 bohr^-3
<Lap V> atom, full = 85.005 a.u.
<Lap V> atom, nuclear part = 87.072 a.u.
<Lap V> hydrogenic, Z = 11: 2169.04 a.u.
Welton ratio, full = 0.039190
Welton ratio, nuclear part = 0.040143
hydrogenic ln k0(3s) = 2.768
beta hydrogenic = 7.563; beta atom = 7.688
bracket hydrogenic = 3.110; atom = 2.986
Bethe weight above Z^2/2 hartree: atom 0.879, hydrogenic 0.858
hydrogenic self-energy, Z = 11: 278.18 microhartree
Z_eff from energy = 1.6581; from radius = 2.7034
<Lap V> implied by Z_eff(energy) = 1.120 a.u.
<Lap V> implied by Z_eff(radius) = 7.913 a.u.
3s self-energy: microhartree | GHz | ratio to direct
  direct Bethe sum: 10.4660 | 68.863 | 1.0000
  Welton, full Laplacian: 10.9017 | 71.730 | 1.0416
  Welton, nuclear part: 11.1668 | 73.474 | 1.0670
  Z_eff from energy: 0.3184 | 2.095 | 0.0304
  Z_eff from radius: 1.9305 | 12.702 | 0.1845
--- valence series ---
n | energy (hartree) | <Lap V> (a.u.) | beta atom
  3 | -0.15275 | 85.005 | 7.688
  4 | -0.06294 | 22.387 | 7.687
  5 | -0.03424 | 8.980 | 7.687
n | direct (microhartree) | ratios to direct: Welton, Z_eff(energy), Z_eff(radius)
  3 | 10.4660 | 1.0416, 0.0304, 0.1845
  4 | 2.7570 | 1.0474, 0.0274, 0.0987
  5 | 1.1060 | 1.0503, 0.0259, 0.0698
```
